# Random dimer adsorption on a row jams at 1 − exp(−2), part 1

(Sections cited here and not found follow in the second part.)

## From four sites to the infinite row

Take a row of four empty sites, numbered 1 to 4, and let molecules land on it that each need two neighbouring sites. There are three places where the first molecule can land: on sites 1 and 2, on sites 2 and 3, or on sites 3 and 4. Suppose that the three are equally likely and that a molecule, once landed, stays where it is. If the first molecule takes an end pair, the other end pair is still free, a second molecule will sooner or later take it, and the row is full. If the first molecule takes the middle pair, sites 1 and 4 remain empty, and neither has an empty neighbour. No further molecule fits. The first outcome has probability $2/3$ and leaves no vacancy; the second has probability $1/3$ and leaves two. The mean number of vacancies in the final state is therefore

$$
\frac23\cdot 0+\frac13\cdot 2=\frac23 ,
$$

and the mean final coverage is $1-(2/3)/4=5/6$.

This small case already shows how adsorption can stop before the row is full. The row could have been filled completely, so the vacancies are not forced by the size of the molecule alone. They come from early molecules that land in unfavourable positions and cannot move afterwards. The case also shows that the final states are not equally likely. There are two of them, the full row and the row with a central molecule, but their probabilities are $2/3$ and $1/3$, because two different first landings lead to the full row. The final coverage has to be found from the history of the adsorption, and a count of the possible final states is not enough.

The same question can be asked of a very long row. It is a simple model of a self-limiting deposition pulse in which a precursor molecule binds to two neighbouring sites of a surface row. It leaves out the bulk of the ligands, which in a real pulse can also shield sites that the molecule does not bind to. Call a pair of neighbouring sites a bond, whether or not a molecule sits on it, and call a molecule that occupies two sites a dimer. The assumptions are these. The row is infinite and empty at time $t=0$. Every bond receives adsorption attempts at random times with the same constant rate $k$, independently of all other bonds; the attempts on one bond form a Poisson process. An attempt succeeds if both sites of the bond are empty, and it fails otherwise. An adsorbed dimer does not move, desorb or react. Apart from the exclusion of occupied sites, the dimers do not influence one another. The coverage $\theta(t)$ is the fraction of occupied sites, so that a full row has $\theta=1$.

In this model only the first attempt on each bond can matter. Consider one bond at the moment just after its first attempt. If the attempt succeeded, both of its sites are occupied. If it failed, at least one of them was occupied before. In both cases the bond now has at least one occupied site, and since nothing leaves the surface, this remains so. Every later attempt on that bond fails. The whole history is therefore fixed by the times $T$ of the first attempts, one for each bond. For a Poisson process of rate $k$, the probability that no attempt has occurred by time $t$ is $e^{-kt}$. The probability that the first attempt has occurred by then is

$$
q(t)=P(T\le t)=1-e^{-kt}.
$$

The variable $q$ grows from 0 to 1 and will serve as the natural clock. The first-attempt times of different bonds are independent and have the same continuous distribution, so two of them coincide with probability zero.

It is easiest to treat first a row that has an end on one side. Let its sites be $0,1,2,\dots$, and let bond $j$ join sites $j-1$ and $j$, with $j=1,2,\dots$ and first-attempt time $T_j$. The end bond, bond 1, has a single neighbouring bond, bond 2. What is the probability that no dimer has adsorbed on bond 1 by time $t$?

If $T_1>t$, there has been no attempt, and nothing has adsorbed there. If $T_1\le t$, the attempt on bond 1 succeeds unless bond 2 has already received a dimer. That could have happened only if $T_2<T_1$. If so, the fate of bond 2 depends in turn on whether bond 3 received a dimer before $T_2$, and so on. The question is passed along the row as long as each bond has an earlier first attempt than the one before it. Let $N$ be the length of this descending run, that is, the largest number $m$ for which

$$
t\ge T_1>T_2>\dots>T_m ,
$$

with $N=0$ if $T_1>t$.

Suppose that $N\ge1$, and look at the last bond of the run, bond $N$. Its neighbour on the far side, bond $N+1$, has a later first attempt, since otherwise the run would continue. Its neighbour on the near side, if there is one, also has a later first attempt, because the times descend along the run. At time $T_N$ both sites of bond $N$ are therefore empty, and a dimer adsorbs. Next comes bond $N-1$. It shares a site with bond $N$, that site is now occupied, and its attempt fails. Bond $N-2$ then finds both of its sites empty: the neighbour on the far side has failed, and the neighbour on the near side, if there is one, has not yet been tried. A dimer adsorbs. Success and failure alternate back to bond 1, which receives a dimer if $N$ is odd and none if $N$ is even. The case $N=0$ fits the rule, since zero is even.

The distribution of $N$ follows from symmetry. The statement $N\ge m$ says that the $m$ times $T_1,\dots,T_m$ all lie below $t$ and that they are in descending order. The first condition has probability $q^m$. Given that it holds, the $m$ times are independent and identically distributed, so all $m!$ orders are equally likely, and one of them is the required order. Hence

$$
P(N\ge m)=\frac{q^m}{m!}.
$$

This tends to zero as $m$ grows, so the run is finite with probability one. The fate of bond 1 can thus be decided by looking at a finite number of bonds, even though the row is infinite and has no earliest attempt from which one could start. The formula also says how far influence reaches. If all bonds beyond bond $r$ were removed, the fate of bond 1 could change only in cases where the run extends past bond $r$, which has probability $q^{r+1}/(r+1)!$.

The probability that $N$ takes a particular value $m$ is $P(N\ge m)-P(N\ge m+1)$. Summing over the even values gives the probability that the end bond has received no dimer:

$$
\begin{aligned}
P(N\ \text{even})&=\bigl[P(N\ge0)-P(N\ge1)\bigr]+\bigl[P(N\ge2)-P(N\ge3)\bigr]+\dots\\
&=1-q+\frac{q^2}{2!}-\frac{q^3}{3!}+\dots=e^{-q}.
\end{aligned}
$$

The terms have a direct reading. The term $-q$ removes the cases in which bond 1 has been tried. The term $q^2/2!$ restores those in which bond 2 was tried earlier and could have blocked it. The term $-q^3/3!$ corrects for the cases in which bond 2 was itself open to blocking by bond 3, and so on.

Now return to the row that is infinite in both directions and ask whether a given site, called site 0, is empty at time $t$. It belongs to two bonds, one on its right and one on its left. Cut the row at this site into two half-rows, each of which includes site 0 as its end site, and let each evolve alone with its own attempts. The claim is that site 0 is empty in the full row if and only if neither of the two separate half-rows has put a dimer on its end bond.

Suppose first that site 0 is empty in the full row at time $t$. Then no dimer has adsorbed on the left bond, so the left side has never affected the right side, since site 0 is the only site that they share. The right half-row has evolved as it would have done alone, and its end bond has no dimer. The same holds with left and right exchanged. Suppose conversely that neither separate half-row has put a dimer on its end bond by time $t$, but that site 0 has become occupied in the full row at some time $s\le t$, say by a dimer on the right bond. Up to time $s$ site 0 was empty, so up to then the right side evolved as it would have done alone. The separate right half-row would then also have received a dimer on its end bond at time $s$, which contradicts the assumption. This proves the claim.

The two half-rows have no bond in common, so their first-attempt times are independent. Each leaves its end bond without a dimer with probability $e^{-q}$. The probability $E_1$ that a given site is empty is the product,

$$
E_1(t)=e^{-q}\,e^{-q}=e^{-2q(t)} ,
$$

and the coverage is

$$
\theta(t)=1-E_1(t)=1-\exp\!\left[-2\left(1-e^{-kt}\right)\right].
$$

As $t\to\infty$, $q\to1$, and the coverage tends to

$$
\theta_J=1-e^{-2}\approx0.8647 .
$$

This is the jamming coverage. A fraction $e^{-2}\approx0.1353$ of the sites remains empty. The rate $k$ has dropped out: a higher pressure, which would raise $k$, brings the row to the same final coverage in a shorter time. If $k$ varies during the pulse but is the same for all bonds at each moment, the probability of no attempt becomes $\exp(-\int_0^t k\,dt')$. The argument above then holds with $q=1-\exp(-\int_0^t k\,dt')$, and the final coverage is unchanged provided that the integral grows without limit.

To see how the vacancies are arranged, let $E_n$ be the probability that $n$ given consecutive sites are all empty. Inside such a group there are $n-1$ bonds. None of them can have been tried, because a tried bond has at least one occupied site. This has probability $(e^{-kt})^{n-1}$. If no inner bond has been tried, the group can be invaded only from outside, through the bond that joins its leftmost site to the row on the left and through the corresponding bond on the right. Each of these is the end bond of a half-row, and each is without a dimer with probability $e^{-q}$. The inner bonds and the two half-rows all have separate attempts, so the probabilities multiply:

$$
E_n(t)=e^{-(n-1)kt}\,e^{-2q(t)},\qquad n\ge1 .
$$

A rate balance provides a check. Since $dq/dt=ke^{-kt}$,

$$
\frac{dE_n}{dt}=-(n-1)k\,E_n-2k\,e^{-kt}E_n=-(n-1)k\,E_n-2k\,E_{n+1},
$$

where the last step uses $E_{n+1}=e^{-kt}E_n$. The right-hand side is what the adsorption rule demands. An empty group of $n$ sites is destroyed when a dimer lands on one of its $n-1$ inner bonds, each at rate $k$. It is also destroyed when a dimer lands half inside it, at either end, which requires that the next site outside be empty too. For $n=1$ the equation becomes

$$
\frac{d\theta}{dt}=2k\,E_2 .
$$

There is one bond per site in the infinite row, a bond is open with probability $E_2$, and each success fills two sites.

For short times the coverage can be expanded in $kt$. With $q=kt-(kt)^2/2+\dots$ one finds

$$
\theta=2q-2q^2+\dots=2kt-3(kt)^2+\dots .
$$

The first term is adsorption on an empty row. The second follows from $E_2\approx1-3kt$: a pair of sites is touched by three bonds, namely the pair itself and its neighbour on each side, and to first order an attempt on any of the three closes the pair.

A vacancy is isolated if both of its neighbours are occupied. To find the probability of the pattern occupied, empty, occupied, start from the probability $E_1$ that the central site is empty. Subtract the cases in which the left neighbour is empty too, and those in which the right neighbour is, each with probability $E_2$. The cases in which both are empty have then been subtracted twice, so $E_3$ is added back once:

$$
P_{\text{iso}}=E_1-2E_2+E_3=E_1\left(1-2e^{-kt}+e^{-2kt}\right)=q^2E_1 .
$$

A fraction $q^2$ of all vacancies is isolated at time $t$. This fraction tends to one, while $E_2=e^{-kt}E_1$ tends to zero. In the jammed state every vacancy stands alone between two dimers. The result also follows without the formula, since every bond is tried sooner or later and then has at least one occupied site.

The time-dependent formulas were tested against the full master equation of a ring of 14 sites, which follows the probability of each of the $2^{14}$ occupation patterns. A ring differs from the infinite row only when the two descending runs, one to the left and one to the right of the sites considered, are together long enough to reach around it, and this is rare. At five times between $kt=0.25$ and $kt=5$, the values of $E_1$ to $E_4$ and of $P_{\text{iso}}$ differ from the formulas by at most $7.2\times10^{-8}$ in probability.

For the infinite row, the coverage, the probabilities of empty groups and the fraction of isolated vacancies are now known at all times, and the coverage stops at $1-e^{-2}$. What remains is to examine how this limit is approached, how rows of finite length differ and fluctuate, and what the results give for a deposition pulse with definite numbers.
